\section*{Estimating the porosity of an oxide film from its refractive index}

\section*{Question}

I have a transparent oxide film with refractive index $1.90$ at a wavelength of 550 nm. The same oxide, fully dense, has index $2.00$ at that wavelength. I assume that the film is less dense because it contains empty pores, and I want their volume fraction.

My first attempt was to interpolate the index linearly between empty space and dense oxide:
\[
p=\frac{2.00-1.90}{2.00-1.00}=0.10 .
\]
I was then told to use the Lorentz--Lorenz relation instead, and it gives a different number. Where does that relation come from, what porosity does it give, and how far can I trust it for a real film?

\section*{Answer}

Linear interpolation assumes that the index itself is additive in volume. Lorentz--Lorenz starts from the polarizability of the oxide units and allows for the field that they exert on one another. I use Gaussian units, in which polarizability $\alpha$ is a volume. The film is non-magnetic and does not absorb, so its permittivity is $\varepsilon=n^2$.

\subsection*{The field acting on one unit}

Let $N$ be the number of oxide units per volume of film, with the pores included in that volume. If $E$ is the macroscopic field and $P$ the dipole moment per volume, then
\begin{equation}
\varepsilon E=E+4\pi P,\qquad P=N\alpha E_{\rm loc}.
\label{eq:start}
\end{equation}
The local field $E_{\rm loc}$ differs from $E$, because a unit feels its neighbours as separate dipoles and does not feel itself.

To find it, draw a sphere of radius $R$ around the unit. In the macroscopic field, the matter inside this sphere counts as a smooth medium. We remove that smooth sphere and put back the actual dipoles. Removing it leaves a cavity whose wall carries surface charge $-P\cos\theta$, with $\theta$ measured from the direction of $P$. A wall charge $dq$ produces the component $-\cos\theta\,dq/R^2$ at the centre, so the wall contributes
\[
\int_0^\pi \frac{(-\cos\theta)(-P\cos\theta)}{R^2}\,
2\pi R^2\sin\theta\,d\theta
=2\pi P\int_0^\pi\cos^2\theta\sin\theta\,d\theta
=\frac{4\pi P}{3}.
\]

Now put back the dipoles. If each has moment $m$ along $z$, their field at the centre along $z$ is
\[
m\sum_j\frac{3z_j^2-r_j^2}{r_j^5}.
\]
On a cubic lattice $x$, $y$ and $z$ are equivalent, so $z_j^2$ may be replaced by $r_j^2/3$ in the sum, which then vanishes. The transverse components cancel by reflection. For an amorphous oxide we assume that the surroundings are isotropic on average and that the same cancellation holds. Then
\begin{equation}
E_{\rm loc}=E+\frac{4\pi P}{3}.
\label{eq:local}
\end{equation}

\subsection*{From local field to porosity}

Define $y=4\pi N\alpha/3$. Inserting \eqref{eq:local} into $P=N\alpha E_{\rm loc}$ and multiplying by $4\pi$ gives
\[
4\pi P=3y\left(E+\frac{4\pi P}{3}\right)=3yE+y\,4\pi P,
\qquad
4\pi P=\frac{3y}{1-y}E .
\]
The first relation in \eqref{eq:start} now gives
\[
\varepsilon-1=\frac{3y}{1-y},\qquad
\varepsilon+2=\frac{3y}{1-y}+3=\frac{3}{1-y}.
\]
Dividing the two expressions yields the Lorentz--Lorenz relation,
\begin{equation}
\frac{n^2-1}{n^2+2}=y=\frac{4\pi}{3}N\alpha .
\label{eq:ll}
\end{equation}

Let the subscript $d$ denote dense oxide. If a fraction $p$ of the film is empty and the remaining oxide has its dense-state density, then $N=(1-p)N_d$. If $\alpha$ is also unchanged, $y=(1-p)y_d$, and therefore
\begin{equation}
p=1-\frac{(n^2-1)/(n^2+2)}{(n_d^2-1)/(n_d^2+2)} .
\label{eq:p}
\end{equation}

For your film $n^2=3.61$ and $n_d^2=4.00$:
\[
y=\frac{2.61}{5.61}=0.46524,\qquad
y_d=\frac{3.00}{6.00}=0.50000,
\]
\[
p=1-\frac{0.46524}{0.50000}=0.0695 .
\]
The Lorentz--Lorenz porosity is about 7 percent, and the relative density is about 0.93.

The limits are sensible: $n=n_d$ gives $p=0$, and $n=1$ gives $p=1$. An index above $n_d$ would give a negative $p$. If the excess is larger than the measurement error, the chosen reference does not describe the material in the film.

\subsection*{Why it differs from 10 percent}

For small $p$, the change $\delta y=-py_d$ can be converted into a change of index. Since $y=1-3/(\varepsilon+2)$, we have $\delta y=3\,\delta\varepsilon/(\varepsilon_d+2)^2$, so
\[
\delta\varepsilon=-p\,y_d\frac{(\varepsilon_d+2)^2}{3}
=-p\,\frac{(\varepsilon_d-1)(\varepsilon_d+2)}{3}=-6p .
\]
With $\delta\varepsilon=2n_d\,\delta n=4\,\delta n$, this is $\delta n=-1.5p$. Linear interpolation has $\delta n=-p$. If the local field on the remaining units kept its dense-oxide value, $P$ would fall only in proportion to $N$, giving $\delta\varepsilon=-(\varepsilon_d-1)p=-3p$ and $\delta n=-0.75p$. In the Lorentz--Lorenz model, removing material also weakens that local field, which doubles the slope to $-1.5p$. This is steeper than the linear-index slope, so the same index drop needs less empty volume.

\subsection*{The shape of the pores matters}

Equation \eqref{eq:local} gives every unit the same local field. That is doubtful near a pore wall. Consider instead separate spherical pores of permittivity $\varepsilon_i$ in continuous oxide. For one pore of radius $a$ in a uniform field $E_h$, the potentials are
\[
\phi_{\rm in}=-E_i r\cos\theta,\qquad
\phi_{\rm out}=\left(-E_h r+\frac{b}{r^2}\right)\cos\theta .
\]
Continuity of the potential and of the normal displacement at $r=a$ requires
\[
E_i=E_h-\frac{b}{a^3},\qquad
\varepsilon_iE_i=\varepsilon_d\left(E_h+\frac{2b}{a^3}\right).
\]
Substituting the first into the second and collecting terms gives
\[
(\varepsilon_i-\varepsilon_d)E_h=(\varepsilon_i+2\varepsilon_d)\frac{b}{a^3},
\qquad
\frac{b}{a^3}=\frac{\varepsilon_i-\varepsilon_d}{\varepsilon_i+2\varepsilon_d}E_h .
\]

Take a large sphere of radius $A$ that contains $K$ such pores. In a mean-field treatment each pore feels $E_h$, so the coefficients $b$ add to $Kb$. A uniform sphere of the effective permittivity $\varepsilon$ must have the same total coefficient. With $p=Ka^3/A^3$,
\begin{equation}
\frac{\varepsilon-\varepsilon_d}{\varepsilon+2\varepsilon_d}
=p\,\frac{\varepsilon_i-\varepsilon_d}{\varepsilon_i+2\varepsilon_d}.
\label{eq:mg}
\end{equation}
This is the Maxwell Garnett formula. For empty pores, $\varepsilon_i=1$, and your film requires
\[
p=\frac{(3.61-4)/(3.61+8)}{(1-4)/(1+8)}
=\frac{-0.0336}{-0.3333}=0.101 .
\]

Equation \eqref{eq:mg} also shows what separates the two answers. Exchange the roles, so that empty space is the host and oxide spheres fill the fraction $1-p$. The formula becomes $y=(1-p)y_d$, which is Lorentz--Lorenz. Thus 7 percent describes oxide spheres, each in its own thin empty shell, and 10 percent describes empty spheres enclosed by oxide. Equal spheres fill at most 74 percent of space, so at 93 percent the oxide spheres must have a wide range of sizes. The 10 percent result agrees with your linear interpolation: for small $p$, \eqref{eq:mg} gives $\delta\varepsilon=-3\varepsilon_d(\varepsilon_d-1)p/(2\varepsilon_d+1)=-4p$, hence $\delta n=-p$, the same slope as linear interpolation. For general $n_d$ the ratio of the two slopes is $3n_d(n_d+1)/[2(2n_d^2+1)]$. It is exactly 1 at $n_d=2$ and stays within 3 percent of 1 for $n_d$ between 1 and 2.5, so linear interpolation of the index is a fair approximation for a small fraction of empty spherical pores, although it was not derived from that picture.

What if the empty volume consists of single missing units? I solved a model of this numerically: point dipoles on a simple cubic lattice of 512 sites, repeated periodically, with all their mutual fields included. Their polarizability was set to give $n=2.00$ when every site is filled. With 7.03 percent of the sites removed at random, averaged over four arrangements, equation \eqref{eq:p} read only 5.68 percent from the resulting permittivity. With 9.77 percent removed it read 7.93 percent. Linear interpolation between these cases puts the true fraction at about 8.6 percent for $n=1.90$. This value hardly changes with a larger cell, but it depends on the lattice: face-centred and body-centred cubic arrays give about 8.1 percent.

The cause can be traced. Combining $\varepsilon E=E+4\pi P$ with $P=N\alpha\langle E_{\rm loc}\rangle$ gives
\[
\frac{\varepsilon-1}{\varepsilon+2}
=\frac{4\pi P}{3E+4\pi P}
=\frac{4\pi N\alpha}{3}\,
\frac{\langle E_{\rm loc}\rangle}{E+4\pi P/3}.
\]
In the first case the last factor is $(1-0.0568)/(1-0.0703)=1.015$. The remaining units feel, on average, a field 1.5 percent above the Lorentz value, and this hides part of the missing material.

\subsection*{Reading the number for a real coating}

For pores of radius 1 nm, $2\pi n_d a/\lambda=0.023$, so the applied field is nearly uniform across a pore and a static treatment is reasonable. Such a pore is, however, only about three unit spacings in radius, so the continuum formula \eqref{eq:mg} is approximate: in the simple cubic dipole model a pore of that size needs about 9.5 rather than 10.1 percent. The following assumptions move the result as much or more.

\begin{itemize}
\item \textbf{Water in the pores.} A film kept in humid air may take up water. With $n_w=1.33$, $y_w=0.20401$. Adding the polarizabilities by volume gives $y=(1-p)y_d+py_w$, so
\[
p=\frac{y_d-y}{y_d-y_w}
=\frac{0.50000-0.46524}{0.50000-0.20401}=0.117 .
\]
This treats water and oxide units as mixed on the molecular scale, all feeling the same mean field. If the water instead fills distinct pores as a bulk liquid, \eqref{eq:mg} is the better guide: water-filled spherical pores in oxide require 14.7 percent, and oxide spheres surrounded by water require 13.0 percent.

\item \textbf{Index errors.} With the dense index held at 2.00, film indices of 1.91 and 1.89 give 6.2 and 7.7 percent. With the film index held at 1.90, dense indices of 1.99 and 2.01 give 6.3 and 7.6 percent. An error of 0.01 in either index therefore shifts the porosity by about 0.6 to 0.7 percentage points.

\item \textbf{A different oxide state.} If the units in the film were 1 percent more polarizable than those in the reference, the porosity would be 7.9 percent. Real phases can differ by more: from handbook indices and densities, $\alpha$ per unit in silica glass is about 3.5 percent above that in quartz, and a shift of that size would give about 10 percent. If an amorphous film is compared with a crystal, the oxide between the pores may also have a different density. Equation \eqref{eq:p} cannot distinguish that from pores.

\item \textbf{Elongated pores.} A film with aligned pores has no single index. For long pores lying in the film plane along the optical field, the tangential field is continuous. Then $\varepsilon=(1-p)\varepsilon_d+p$, and $p=(4-3.61)/3=0.13$. For flat gaps standing across the field, the normal displacement is continuous instead. Then $1/\varepsilon=(1-p)/\varepsilon_d+p$, and $p=(1/3.61-1/4)/(3/4)=0.036$.
\end{itemize}

So 7 percent is the right answer to the Lorentz--Lorenz exercise. For your actual film, the index alone does not fix the porosity that closely: among the empty-pore models worked out here it ranges from about 4 to 13 percent, and water raises the estimate for a given pore shape. An independent measurement of density would help to narrow the choice. Comparing the index before and after drying would show whether the pores held removable water, but it is a weaker guide to their shape.

All numerical values are calculated from the stated model.
